# Hartree-Fock energy and double counting in the Galitskii-Migdal formula: a numerical check

```python
# Result under test (Hartree atomic units, spin orbitals, electronic energy):
# the Galitskii-Migdal (GM) formula E = 1/2 contour dz/(2 pi i) Tr[(z + h) G(z)],
# contour around the removal poles, fed with the self-consistent Hartree-Fock
# G(z) = (z - F)^-1, gives E = 1/2 sum_occ (e_i + h_ii) = <Phi|H|Phi>,
# while sum_occ e_i = <h> + 2<V> counts every electron pair twice.
# Symbols: h one-electron matrix, <pq|rs> repulsion integrals, H = h_op + V_op,
# F Fock matrix, e_i and C its eigenvalues and vectors, gamma_pq = <a_q^+ a_p>,
# Phi ground determinant of F_op, J and K Coulomb and exchange integrals.
# Example: LiH, RHF/STO-3G. Independent road: explicit many-electron matrices.
import numpy as np
from itertools import combinations
from scipy.linalg import eigh, expm
from scipy.constants import physical_constants
from pyscf import gto, scf, fci, lib

lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]
bond = 3.0
mol = gto.M(atom=f'Li 0 0 0; H 0 0 {bond}', unit='Bohr', basis='sto-3g', verbose=0)
mf = scf.RHF(mol)
mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-9
mf.kernel()
assert mf.converged
N, nao = mol.nelectron, mol.nao
M = 2 * nao
e_nuc = mol.energy_nuc()
TOL = 1e-7  # GM is first order in the residual SCF error

# integrals in the orthonormal Loewdin basis, spin-orbital index 2*mu + spin
s, u = eigh(mol.intor('int1e_ovlp'))
X, Xinv = u @ np.diag(s**-0.5) @ u.T, u @ np.diag(s**0.5) @ u.T
h_sp = X @ mf.get_hcore() @ X
eri = np.einsum('pqrs,pa,qb,rc,sd->abcd', mol.intor('int2e'), X, X, X, X, optimize=True)
I2 = np.eye(2)
h = np.kron(h_sp, I2)
g = np.einsum('pqrs,ab,cd->paqbrcsd', eri, I2, I2).reshape((M,) * 4).transpose(0, 2, 1, 3)
anti = g - g.transpose(0, 1, 3, 2)

def fock(gamma):
    return h + np.einsum('pqrs,sq->pr', anti, gamma)

def orbitals(mat):
    e, c = eigh(mat[0::2, 0::2])
    assert e[N // 2] - e[N // 2 - 1] > 1e-2
    return np.repeat(e, 2), np.kron(c, I2)

# many-electron matrices: A[n][p] is a_p from the n- to the (n-1)-electron sector
masks = [[sum(1 << p for p in c) for c in combinations(range(M), n)] for n in range(N + 2)]
A = {}
for n in range(1, N + 2):
    index = {m: k for k, m in enumerate(masks[n - 1])}
    A[n] = np.zeros((M, len(masks[n - 1]), len(masks[n])))
    for k, m in enumerate(masks[n]):
        for p in range(M):
            if m >> p & 1:
                A[n][p, index[m ^ (1 << p)], k] = (-1) ** bin(m & ((1 << p) - 1)).count('1')

def one_body(mat, n):
    d = len(masks[n])
    return A[n].reshape(-1, d).T @ (mat @ A[n].reshape(M, -1)).reshape(-1, d)

def two_body(n):
    d = len(masks[n])
    if n < 2:
        return np.zeros((d, d))
    pair = (A[n - 1][None, :] @ A[n][:, None]).reshape(M * M, -1)  # [r,s] = a_s a_r
    return 0.5 * pair.reshape(-1, d).T @ (g.reshape(M * M, M * M) @ pair).reshape(-1, d)

h_op, V_op = one_body(h, N), two_body(N)
H = {n: one_body(h, n) + two_body(n) for n in range(1, N)}
H[N], H[0] = h_op + V_op, np.zeros((1, 1))

# operator identity sum_p a_p^+ [a_p, H] = h_op + 2 V_op
comm = sum(a.T @ (a @ H[N] - H[N - 1] @ a) for a in A[N])
assert np.abs(comm - h_op - 2 * V_op).max() < 1e-11

# GM with the exact Green's function against full CI
wN, vN = eigh(H[N])
wm, vm = eigh(H[N - 1])
f = vm.T @ (A[N] @ vN[:, 0]).T
exact_moment = np.sum((wN[0] - wm) * np.sum(f**2, axis=1))
exact_h = np.einsum('np,pq,nq->', f, h, f)
E_gm_exact = 0.5 * (exact_moment + exact_h)
E_fci = fci.direct_spin1.kernel(h_sp, eri, nao, (N // 2, N // 2))[0]
assert abs(E_gm_exact - E_fci) < 1e-8

# Hartree-Fock quantities
gamma = np.kron(Xinv @ mf.make_rdm1() @ Xinv / 2, I2)
F = fock(gamma)
e, C = orbitals(F)
assert np.abs(e[0::2] - mf.mo_energy).max() < TOL
Co, eo = C[:, :N], e[:N]
hii = np.diag(Co.T @ h @ Co)
E_formula = 0.5 * np.sum(eo + hii)
F_N, F_m, F_p = one_body(F, N), one_body(F, N - 1), one_body(F, N + 1)
w0, v0 = eigh(F_N)
phi, E0 = v0[:, 0], w0[0]
a_phi = A[N] @ phi
ad_phi = np.einsum('pab,a->pb', A[N + 1], phi)

# time form: removal(t)_pq = <Phi| a_q^+ a_p(t) |Phi> under F_op
def removal(t):
    return (expm(1j * F_m * t) @ a_phi.T).T @ a_phi.T * np.exp(-1j * E0 * t)
assert np.abs(removal(-0.7) - (Co * np.exp(0.7j * eo)) @ Co.T).max() < 1e-10
dt = 1e-4
moment_fd = (1j * np.trace(removal(dt) - removal(-dt)) / (2 * dt)).real
E_time = 0.5 * (moment_fd + np.trace(h @ removal(0.0)).real)
assert abs(E_time - E_formula) < 1e-6  # central difference error of order dt^2 e^3

# frequency form: resolvents in the N+1 and N-1 sectors against the pole sum
eta = 0.03
for w in (-2.0, -0.3, 0.1):
    add = ad_phi @ np.linalg.solve((w + E0 + 1j * eta) * np.eye(len(F_p)) - F_p, ad_phi.T)
    rem = a_phi @ np.linalg.solve((w - E0 - 1j * eta) * np.eye(len(F_m)) + F_m, a_phi.T)
    shift = np.where(np.arange(M) < N, -1j * eta, 1j * eta)
    assert np.abs(add + rem.T - (C / (w - e + shift)) @ C.T).max() < 1e-9

# contour quadrature of the matrix inverse, circle from -3 hartree to mid-gap
mu = 0.5 * (e[N - 1] + e[N])
centre, radius, npts = 0.5 * (mu - 3.0), 0.5 * (mu + 3.0), 400
count = moment = hpart = 0.0
for th in 2 * np.pi * (np.arange(npts) + 0.5) / npts:
    dz = radius * np.exp(1j * th)
    Gz = np.linalg.inv((centre + dz) * np.eye(M) - F)
    count += (dz * np.trace(Gz)).real / npts
    moment += (dz * (centre + dz) * np.trace(Gz)).real / npts
    hpart += (dz * np.trace(h @ Gz)).real / npts
E_contour = 0.5 * (moment + hpart)
assert abs(count - N) < 1e-10 and abs(E_contour - E_formula) < 1e-10

# identification with the determinant energy, and double counting
h_exp, V_exp = phi @ h_op @ phi, phi @ V_op @ phi
E_det = h_exp + V_exp
pairs = np.einsum('pqrs,pi,qj,ri,sj->ij', anti, Co, Co, Co, Co, optimize=True)
assert abs(E_formula - E_det) < TOL and abs(E_formula + e_nuc - mf.e_tot) < TOL
assert abs(hii.sum() - h_exp) < 1e-10 and abs(0.5 * pairs.sum() - V_exp) < 1e-10
assert np.abs(eo - hii - pairs.sum(axis=1)).max() < TOL
assert abs(eo.sum() - h_exp - 2 * V_exp) < TOL
c2 = C[0::2, 0::2][:, :2]
mo = np.einsum('pqrs,pa,qb,rc,sd->abcd', eri, c2, c2, c2, c2, optimize=True)
J11, J22, J12, K12 = mo[0, 0, 0, 0], mo[1, 1, 1, 1], mo[0, 0, 1, 1], mo[0, 1, 0, 1]
assert abs(J11 + J22 + 4 * J12 - 2 * K12 - V_exp) < 1e-10
assert abs(hii[0] + J11 + 2 * J12 - K12 - eo[0]) < TOL
assert abs(hii[2] + J22 + 2 * J12 - K12 - eo[2]) < TOL

# each e_i is the frozen-orbital removal energy from the full determinant
for i in range(N):
    hole = Co[:, i] @ a_phi
    assert abs(E_det - hole @ H[N - 1] @ hole - eo[i]) < TOL
# removal one after another counts only partners still present
state, sequential = phi, []
for i in range(N - 1, -1, -1):
    nxt = Co[:, i] @ (A[i + 1] @ state)
    step = state @ H[i + 1] @ state - nxt @ H[i] @ nxt
    assert abs(step - hii[i] - pairs[i, :i].sum()) < 1e-10
    sequential.append(step)
    state = nxt
assert abs(sum(sequential) - E_formula) < TOL

# no self-consistency: gamma_in = gamma + lam (gamma_core - gamma)
core = orbitals(h)[1][:, :N]
def one_step(lam):
    F_in = fock(gamma + lam * (core @ core.T - gamma))
    e1, c1 = orbitals(F_in)
    gam_out = c1[:, :N] @ c1[:, :N].T
    gm = 0.5 * (e1[:N].sum() + np.trace(h @ gam_out))
    det = eigh(one_body(F_in, N))[1][:, 0]
    return gm, det @ H[N] @ det, 0.5 * np.trace((F_in - fock(gam_out)) @ gam_out)
gm1, det1, gap1 = one_step(1.0)
assert abs(gm1 - det1 - gap1) < 1e-10 and abs(gm1 - det1) > 1e-4 and det1 > E_det
(gma, deta, _), (gmb, detb, _) = one_step(0.01), one_step(0.005)
r_gm, r_det = (gma - E_det) / (gmb - E_det), (deta - E_det) / (detb - E_det)
assert abs(r_gm - 2) < 0.1 and abs(r_det - 4) < 0.2  # next-order terms scale as lam

def show(label, x, unit='hartree', d=6):
    print(f'{label} = {x:.{d}f} {unit}')
print(f'LiH RHF/STO-3G: {N} electrons, {nao} spatial orbitals, {N * (N - 1) // 2} pairs')
show('bond length', bond, 'bohr', 1)
for label, x in [('e_1', eo[0]), ('e_2', eo[2]), ('e_LUMO', e[N]), ('mid-gap', mu),
                 ('h_11', hii[0]), ('h_22', hii[2]), ('J_11', J11), ('J_22', J22),
                 ('J_12', J12), ('K_12', K12), ('2J_12 - K_12', 2 * J12 - K12),
                 ('e_1 - h_11', eo[0] - hii[0]), ('e_2 - h_22', eo[2] - hii[2]),
                 ('e_1 + h_11', eo[0] + hii[0]), ('e_2 + h_22', eo[2] + hii[2]),
                 ('sum of e_i, spin orbitals', eo.sum()),
                 ('sum of h_ii = <h>', h_exp), ('<V>', V_exp), ('2<V>', 2 * V_exp),
                 ('E = 1/2 sum (e_i + h_ii)', E_formula),
                 ('E, contour quadrature', E_contour), ('E, time derivative', E_time),
                 ('<Phi|H|Phi>', E_det), ('sum e_i - <V>', eo.sum() - V_exp),
                 ('nuclear repulsion', e_nuc), ('total HF energy', E_formula + e_nuc)]:
    show(label, x)
show('contour radius', radius)
show(f'contour ({npts} points) electron count', count, 'electrons')
show('E electronic', E_formula * EV, 'eV', 3)
show('total HF energy', (E_formula + e_nuc) * EV, 'eV', 3)
show('<V>', V_exp * EV, 'eV', 3)
for name, x in zip(('2 beta', '2 alpha', '1 beta', '1 alpha'), sequential):
    show(f'sequential removal of {name}', x)
show('sum of sequential removals', sum(sequential))
show('one step from core density: GM', gm1)
show('one step from core density: <H>', det1)
show('difference GM - <H>', gm1 - det1)
show('1/2 Tr[(F_in - F_out) gamma_out]', gap1)
show('GM error ratio, lam 0.01 over 0.005', r_gm, '(pure number)', 3)
show('<H> error ratio, lam 0.01 over 0.005', r_det, '(pure number)', 3)
show('exact G: first removal moment', exact_moment)
show('exact G: <h>', exact_h)
show('exact G: GM energy', E_gm_exact)
show('full CI electronic energy', E_fci)
show('correlation energy', E_fci - E_formula)
print('every check passed')
```

Running it gives:

```
LiH RHF/STO-3G: 4 electrons, 6 spatial orbitals, 6 pairs
bond length = 3.0 bohr
e_1 = -2.348477 hartree
e_2 = -0.286330 hartree
e_LUMO = 0.078326 hartree
mid-gap = -0.104002 hartree
h_11 = -4.729969 hartree
h_22 = -1.497470 hartree
J_11 = 1.658528 hartree
J_22 = 0.488176 hartree
J_12 = 0.368225 hartree
K_12 = 0.013487 hartree
2J_12 - K_12 = 0.722964 hartree
e_1 - h_11 = 2.381492 hartree
e_2 - h_22 = 1.211140 hartree
e_1 + h_11 = -7.078446 hartree
e_2 + h_22 = -1.783800 hartree
sum of e_i, spin orbitals = -5.269615 hartree
sum of h_ii = <h> = -12.454878 hartree
<V> = 3.592632 hartree
2<V> = 7.185263 hartree
E = 1/2 sum (e_i + h_ii) = -8.862246 hartree
E, contour quadrature = -8.862246 hartree
E, time derivative = -8.862246 hartree
<Phi|H|Phi> = -8.862246 hartree
sum e_i - <V> = -8.862246 hartree
nuclear repulsion = 1.000000 hartree
total HF energy = -7.862246 hartree
contour radius = 1.447999 hartree
contour (400 points) electron count = 4.000000 electrons
E electronic = -241.154 eV
total HF energy = -213.943 eV
<V> = 97.760 eV
sequential removal of 2 beta = -0.286330 hartree
sequential removal of 2 alpha = -0.774506 hartree
sequential removal of 1 beta = -3.071441 hartree
sequential removal of 1 alpha = -4.729969 hartree
sum of sequential removals = -8.862246 hartree
one step from core density: GM = -8.829607 hartree
one step from core density: <H> = -8.861326 hartree
difference GM - <H> = 0.031719 hartree
1/2 Tr[(F_in - F_out) gamma_out] = 0.031719 hartree
GM error ratio, lam 0.01 over 0.005 = 2.000 (pure number)
<H> error ratio, lam 0.01 over 0.005 = 4.003 (pure number)
exact G: first removal moment = -5.336704 hartree
exact G: <h> = -12.428305 hartree
exact G: GM energy = -8.882504 hartree
full CI electronic energy = -8.882504 hartree
correlation energy = -0.020258 hartree
every check passed
```
